# Kolmogorov's Equality and Steady Probability Current in a Three-State Oxide Defect: a program that tests the result

```python
# Result under test: for a three-state defect with rates k[i,j] (from i to j),
# the steady loop current J (positive for 0->1->2->0) obeys
#     J * W = C - B,  C = k01 k12 k20,  B = k02 k21 k10,
# where W is a sum of nine products of two rates. Thus J != 0 needs C != B.
# State 0 is an empty electron trap; states 1 and 2 are filled.
# A = ln(C/B) is the loop affinity. Energies are in eV relative to the channel
# Fermi level, lengths in nm, electric fields in V/nm, and rates in 1/s.
from functools import lru_cache
import random
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import expit

KB = const.k / const.e


def generator(k):
    g = np.array(k, dtype=float)
    np.fill_diagonal(g, 0.0)
    np.fill_diagonal(g, -g.sum(axis=1))
    return g


def stationary(k):
    equations = generator(k).T
    equations[2] = 1.0
    return np.linalg.solve(equations, [0.0, 0.0, 1.0])


def link_currents(k):
    p = stationary(k)
    return np.array([p[i] * k[i, j] - p[j] * k[j, i]
                     for i, j in ((0, 1), (1, 2), (2, 0))])


def products(k):
    return k[0, 1] * k[1, 2] * k[2, 0], k[0, 2] * k[2, 1] * k[1, 0]


def tree_weights(k):
    return np.array([
        k[1, 2] * k[2, 0] + k[1, 0] * k[2, 0] + k[1, 0] * k[2, 1],
        k[2, 0] * k[0, 1] + k[2, 1] * k[0, 1] + k[2, 1] * k[0, 2],
        k[0, 1] * k[1, 2] + k[0, 2] * k[1, 2] + k[0, 2] * k[1, 0]])


def law_current(k):
    clockwise, anticlockwise = products(k)
    return (clockwise - anticlockwise) / tree_weights(k).sum()


# Current law against linear solution, with and without zero rates.
rng = np.random.default_rng(4)
for trial in range(200):
    k = np.exp(rng.uniform(-2, 2, (3, 3)))
    np.fill_diagonal(k, 0.0)
    if trial % 4 == 1:
        k[0, 2] = 0.0                     # one-way link
    if trial % 4 == 2:
        k[0, 2] = k[2, 0] = 0.0           # missing link
    assert np.allclose(link_currents(k), law_current(k), rtol=1e-9, atol=1e-12)
    w = tree_weights(k)
    assert np.allclose(stationary(k), w / w.sum(), rtol=1e-9, atol=1e-12)
    if trial % 4 == 2:
        assert np.max(np.abs(link_currents(k))) < 1e-12
    if trial % 4 == 0:
        k[0, 2] = k[0, 1] * k[1, 2] * k[2, 0] / (k[2, 1] * k[1, 0])
        traffic = np.max(stationary(k)[:, None] * k)
        assert np.max(np.abs(link_currents(k))) < 1e-11 * max(1, traffic)

# Net crossings in a stochastic trajectory.
toy = np.array([[0, 3, 1.5], [1, 0, 2], [4, 0.5, 0]], dtype=float)
random.seed(8)
state, elapsed, net, crossings = 0, 0.0, 0, 0
for jump in range(200000):
    first, second = (state + 1) % 3, (state + 2) % 3
    total = toy[state, first] + toy[state, second]
    elapsed += random.expovariate(total)
    new = first if random.random() * total < toy[state, first] else second
    if (state, new) == (0, 1):
        net += 1
        crossings += 1
    elif (state, new) == (1, 0):
        net -= 1
        crossings += 1
    state = new
toy_counted = net / elapsed
toy_solved = link_currents(toy)[0]
toy_error = np.sqrt(crossings) / elapsed
assert abs(toy_counted - toy_solved) < 5 * toy_error
assert toy_solved > 10 * toy_error


# Difference between a three-time correlation and its time reverse.
def time_asymmetry(k, levels, t=0.15, u=0.6):
    p, g, s = stationary(k), generator(k), np.array(levels, dtype=float)
    pt, pu = expm(g * t), expm(g * u)
    return (p * s) @ pt @ (s * (pu @ s)) - (p * s) @ pu @ (s * (pt @ s))


balanced = toy.copy()
balanced[0, 2] = toy[0, 1] * toy[1, 2] * toy[2, 0] / (toy[2, 1] * toy[1, 0])
two_level = time_asymmetry(toy, (0, 1, 1))
three_level = time_asymmetry(toy, (0, 1, 2.5))
assert abs(two_level) < 1e-12
assert abs(three_level) > 1e-4
assert abs(time_asymmetry(balanced, (0, 1, 2.5))) < 1e-12


@lru_cache(maxsize=None)
def displacement_probabilities(huang_rhys):
    size = 320
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    return expm(np.sqrt(huang_rhys) * (lower.T - lower)) ** 2


PHONONS = np.arange(-99, 100)


def phonon_weights(relaxation, phonon, kt):
    # Thermal probability that the lattice gains each integer number of phonons.
    n = np.arange(100)
    thermal = (1 - np.exp(-phonon / kt)) * np.exp(-n * phonon / kt)
    overlap = displacement_probabilities(round(relaxation / phonon, 10))
    weighted = overlap[:, :100] * thermal
    return np.array([np.trace(weighted, offset=-int(n)) for n in PHONONS])


BASE = dict(T=300.0, field=0.5, bias=1.2, thickness=2.0, depth=0.6,
            level1=0.35, level2=0.20, relax1=1.2, relax2=2.4,
            phonon=0.06, mass=0.5, barrier=3.1, edge=-0.06,
            coupling=1e12, attempt=1e13, rearrange=0.65, gate=1.0)
NODES, NODE_WEIGHTS = np.polynomial.legendre.leggauss(16)


def transmission(energy, start, end, q):
    x = (start + end) / 2 + (end - start) / 2 * NODES
    height = q["barrier"] - q["field"] * x - np.asarray(energy)[..., None]
    kappa = np.sqrt(2 * q["mass"] * const.m_e * const.e
                    * np.maximum(height, 0)) / const.hbar * 1e-9
    return np.exp(-(end - start) * (kappa @ NODE_WEIGHTS))


def device(**changes):
    q = {**BASE, **changes}
    kt = KB * q["T"]
    levels = [q["level1"] - q["field"] * q["depth"],
              q["level2"] - q["field"] * q["depth"]]
    capture, emission = np.zeros((2, 2)), np.zeros((2, 2))
    for i in range(2):
        weights = phonon_weights(q["relax%d" % (i + 1)], q["phonon"], kt)
        for r in range(2):                # reservoir 0: channel, 1: gate
            mu = -q["bias"] * r

            def strength(energy):
                if r == 0:
                    return (energy >= q["edge"]) * transmission(
                        energy, 0, q["depth"], q)
                return q["gate"] * transmission(
                    energy, q["depth"], q["thickness"], q)

            source = levels[i] + PHONONS * q["phonon"]
            target = levels[i] - PHONONS * q["phonon"]
            capture[i, r] = q["coupling"] * np.sum(
                weights * strength(source) * expit((mu - source) / kt))
            emission[i, r] = q["coupling"] * np.sum(
                weights * strength(target) * expit((target - mu) / kt))
    k = np.zeros((3, 3))
    k[0, 1:], k[1:, 0] = capture.sum(axis=1), emission.sum(axis=1)
    k[1, 2] = q["attempt"] * np.exp(-q["rearrange"] / kt)
    k[2, 1] = k[1, 2] * np.exp((levels[1] - levels[0]) / kt)
    return k, capture, emission, levels, kt


def affinity(k):
    clockwise, anticlockwise = products(k)
    return np.log(clockwise / anticlockwise)


def electron_current(k, capture, emission, reservoir):
    p = stationary(k)
    return p[1:] @ emission[:, reservoir] - p[0] * capture[:, reservoir].sum()


k, capture, emission, levels, kt = device()
p, J, A = stationary(k), link_currents(k)[0], affinity(k)
C, B = products(k)
shares = emission[:, 0] / emission.sum(axis=1)
gate_current = electron_current(k, capture, emission, 1)

# Lattice normalization and mean phonon gain, then reservoir balance.
for relaxation in (BASE["relax1"], BASE["relax2"]):
    weights = phonon_weights(relaxation, BASE["phonon"], kt)
    assert abs(weights.sum() - 1) < 1e-8
    assert abs(weights @ PHONONS * BASE["phonon"] - relaxation) < 1e-6
for i in range(2):
    for r in range(2):
        measured = np.log(capture[i, r] / emission[i, r])
        assert abs(measured + (levels[i] + BASE["bias"] * r) / kt) < 1e-6
assert np.isclose(J, law_current(k), rtol=1e-7)
assert J * A > 0
assert np.isclose(gate_current, -electron_current(k, capture, emission, 0),
                  rtol=1e-7)
assert gate_current * BASE["bias"] / kt >= J * A

# Affinity from emission shares and its bound, over the bias sweep.
sweep = []
for bias in (0.0, 0.1, 0.3, 0.6, 1.2):
    ks, cs, es, _, kts = device(bias=bias)
    s = es[:, 0] / es.sum(axis=1)
    mixed = s + (1 - s) * np.exp(-bias / kts)
    assert abs(affinity(ks) - np.log(mixed[0] / mixed[1])) < 1e-6
    assert abs(affinity(ks)) <= bias / kts + 1e-6
    sweep.append((bias, affinity(ks), link_currents(ks)[0]))

# A field without a Fermi-level separation leaves no loop current.
for field in (-0.1, 0.0, 0.3, 0.5):
    ks = device(field=field, bias=0.0)[0]
    traffic = np.max(stationary(ks)[:, None] * ks)
    assert abs(affinity(ks)) < 1e-6
    assert np.max(np.abs(link_currents(ks))) < 1e-7 * traffic

# Full bias, but only the channel exchanges electrons with the defect.
one_k = device(gate=0.0)[0]
one_A, one_J = affinity(one_k), link_currents(one_k)[0]
assert abs(one_A) < 1e-6
assert abs(one_J) < 1e-7 * np.max(stationary(one_k)[:, None] * one_k)

# Full bias and equal reservoir shares, with unequal overall link strengths.
equal_k, equal_c, equal_e, _, _ = device(level2=BASE["level1"],
                                       relax2=BASE["relax1"])
equal_c[1] *= 7
equal_e[1] *= 7
equal_k[0, 2] *= 7
equal_k[2, 0] *= 7
equal_J = link_currents(equal_k)[0]
equal_I = electron_current(equal_k, equal_c, equal_e, 1)
assert abs(equal_J) < 1e-8 * equal_I
assert equal_I > 0

# Size estimates for simplifications in the example.
image_shift = const.e / (16 * np.pi * const.epsilon_0 * 2.1
                         * BASE["depth"] * 1e-9)
variants = [("T = 398 K", dict(T=398.0)),
            ("tunnel mass = 0.4 m_e", dict(mass=0.4)),
            ("phonon = 0.05 eV", dict(phonon=0.05)),
            ("image-lowered barrier", dict(barrier=3.1 - image_shift))]
density_of_states = 2 * 0.19 * const.m_e / (np.pi * const.hbar ** 2)
sheet = density_of_states * kt * const.e * np.log1p(
    np.exp(-BASE["edge"] / kt)) * 1e-4
field_sheet = 3.9 * const.epsilon_0 * BASE["field"] * 1e9 / const.e * 1e-4
direct = (sheet * 5e13 * float(transmission(0.0, 0, BASE["thickness"], BASE))
          * (50e-7) ** 2)

print(f"Toy J, linear solution: {toy_solved:.5f} 1/s")
print(f"Toy J, trajectory: {toy_counted:.5f} +/- {toy_error:.5f} 1/s")
print(f"Toy time asymmetry, two levels: {two_level:.1e} (dimensionless)")
print(f"Toy time asymmetry, three levels: {three_level:.5f} (dimensionless)")
print(f"T = {BASE['T']:.0f} K; kT = {kt:.5f} eV")
print(f"Oxide thickness, trap depth: {BASE['thickness']}, {BASE['depth']} nm")
print(f"Oxide field: {10 * BASE['field']:.1f} MV/cm")
print(f"Fermi-level separation/q: {BASE['bias']:.2f} V")
print(f"Zero-field levels 1, 2: {BASE['level1']:.2f}, {BASE['level2']:.2f} eV")
print(f"Levels 1, 2 in field: {levels[0]:.3f}, {levels[1]:.3f} eV")
print(f"Relaxation energies 1, 2: {BASE['relax1']}, {BASE['relax2']} eV")
print(f"Phonon energy: {BASE['phonon']:.3f} eV")
print(f"Barrier: {BASE['barrier']} eV; tunnel mass: {BASE['mass']} m_e")
print(f"Channel subband edge: {BASE['edge']:.3f} eV")
print(f"Electronic coupling rate: {BASE['coupling']:.1e} 1/s")
print(f"Rearrangement: {BASE['attempt']:.1e} 1/s, {BASE['rearrange']} eV")
for i, j in ((0, 1), (1, 0), (1, 2), (2, 1), (2, 0), (0, 2)):
    print(f"k{i}{j} = {k[i, j]:.5e} 1/s")
print(f"Occupations 0, 1, 2: {p[0]:.5e}, {p[1]:.5e}, {p[2]:.5e}")
print(f"Channel emission shares 1, 2: {shares[0]:.5f}, {shares[1]:.5f}")
print(f"Clockwise product C: {C:.5e} 1/s^3")
print(f"Anticlockwise product B: {B:.5e} 1/s^3")
print(f"Tree sum W: {tree_weights(k).sum():.5e} 1/s^2")
print(f"Ratio C/B: {C / B:.4f}; affinity A: {A:.5f}")
print(f"Bias bound on |A|: {BASE['bias'] / kt:.3f}")
print(f"Loop current J: {J:.5e} 1/s; time per net loop: {1 / J:.4e} s")
print(f"Electron current to gate: {gate_current:.5e} 1/s")
print(f"Loop entropy rate J*A: {J * A:.4e} k_B/s")
print(f"Full entropy rate: {gate_current * BASE['bias'] / kt:.4e} k_B/s")
for bias, a_value, j_value in sweep:
    print(f"Fixed field, V={bias:.1f} V: A={a_value:.4f}, J={j_value:.4e} 1/s")
print(f"Channel only, full bias: A={one_A:.1e}, J={one_J:.1e} 1/s")
print(f"Equal shares: J={equal_J:.1e}, electrons={equal_I:.4e} 1/s")
print(f"Image-force barrier shift estimate: {image_shift:.3f} eV")
for label, changes in variants:
    changed = device(**changes)[0]
    print(f"{label}: A={affinity(changed):.4f}, "
          f"J={link_currents(changed)[0]:.4e} 1/s")
print(f"Field / rough 10 MV/cm breakdown: {10 * BASE['field'] / 10:.2f}")
print(f"Subband electron density: {sheet:.3e} 1/cm^2")
print(f"Field-induced charge density/q: {field_sheet:.3e} 1/cm^2")
print(f"Direct tunnelling, 50 nm square, rough: {direct:.2e} electrons/s")
print("all good")
```

It prints:

```
Toy J, linear solution: 0.62416 1/s
Toy J, trajectory: 0.62901 +/- 0.00523 1/s
Toy time asymmetry, two levels: 5.6e-17 (dimensionless)
Toy time asymmetry, three levels: -0.01121 (dimensionless)
T = 300 K; kT = 0.02585 eV
Oxide thickness, trap depth: 2.0, 0.6 nm
Oxide field: 5.0 MV/cm
Fermi-level separation/q: 1.20 V
Zero-field levels 1, 2: 0.35, 0.20 eV
Levels 1, 2 in field: 0.050, -0.100 eV
Relaxation energies 1, 2: 1.2, 2.4 eV
Phonon energy: 0.060 eV
Barrier: 3.1 eV; tunnel mass: 0.5 m_e
Channel subband edge: -0.060 eV
Electronic coupling rate: 1.0e+12 1/s
Rearrangement: 1.0e+13 1/s, 0.65 eV
k01 = 6.80196e+02 1/s
k10 = 9.81314e+03 1/s
k12 = 1.20360e+02 1/s
k21 = 3.63573e-01 1/s
k20 = 2.67880e+00 1/s
k02 = 2.66914e-01 1/s
Occupations 0, 1, 2: 2.58444e-01, 1.77234e-02, 7.23833e-01
Channel emission shares 1, 2: 0.47950, 0.00208
Clockwise product C: 2.19308e+05 1/s^3
Anticlockwise product B: 9.52294e+02 1/s^3
Tree sum W: 1.16767e+05 1/s^2
Ratio C/B: 230.2943; affinity A: 5.43936
Bias bound on |A|: 46.418
Loop current J: 1.87002e+00 1/s; time per net loop: 5.3475e-01 s
Electron current to gate: 9.24616e+01 1/s
Loop entropy rate J*A: 1.0172e+01 k_B/s
Full entropy rate: 4.2919e+03 k_B/s
Fixed field, V=0.0 V: A=0.0000, J=0.0000e+00 1/s
Fixed field, V=0.1 V: A=0.0002, J=8.6312e-07 1/s
Fixed field, V=0.3 V: A=0.0168, J=9.2066e-05 1/s
Fixed field, V=0.6 V: A=0.8228, J=7.9261e-03 1/s
Fixed field, V=1.2 V: A=5.4394, J=1.8700e+00 1/s
Channel only, full bias: A=7.3e-15, J=-1.8e-15 1/s
Equal shares: J=0.0e+00, electrons=2.4875e+03 1/s
Image-force barrier shift estimate: 0.286 eV
T = 398 K: A=2.2528, J=7.3688e+00 1/s
tunnel mass = 0.4 m_e: A=5.9074, J=3.0462e+00 1/s
phonon = 0.05 eV: A=5.5950, J=1.3531e+00 1/s
image-lowered barrier: A=5.5968, J=2.8094e+00 1/s
Field / rough 10 MV/cm breakdown: 0.50
Subband electron density: 9.909e+12 1/cm^2
Field-induced charge density/q: 1.078e+13 1/cm^2
Direct tunnelling, 50 nm square, rough: 9.15e+05 electrons/s
all good
```
